# Why Hartree-Fock lengthens and MP2 shortens the iron-ring distance in ferrocene

## What goes wrong

Optimize ferrocene with Hartree-Fock and the rings sit too far from iron. Add second-order perturbation theory (MP2) and they sit too close. The structure then carries a wrong metal-ligand distance into every property computed from it. A look at the HOMO-LUMO gap gives no warning: it is large, and it widens as the rings approach.

The error lies in how the correlation energy changes with distance. Hartree-Fock omits an energy that pulls the rings inward. MP2 includes it but makes it change too fast. A simple estimate below links this to a rising average cost of double excitation, which the orbital gaps miss.

## The model and its reference

Let $R$ be the distance from iron to each ring centre. Both rings move together, eclipsed, planar and rigid, with C–C and C–H bonds of 1.43 and 1.08 Å. The basis is def2-SVP on iron, 6-31G on carbon and STO-3G on hydrogen, with density fitting. Valence MP2 leaves carbon 1s and iron 1s to 3p uncorrelated.

Coupled cluster, CCSD(T), is applied in a subspace: 18 electrons in nine occupied orbitals of mainly iron-d and ring-$\pi$ character, with 28 virtual orbitals drawn from iron d and f and carbon $p_z$ functions. "Too long" and "too short" are meant relative to this treatment. A composite curve carries its correction over to valence MP2:

$$E_{\rm comp}=E_{\rm HF}+E_2^{\rm val}+\left[E_{\rm CCSD(T)}-E_2\right]_{\rm sub}.$$

Minima from cubic interpolation in $1/R$ are:

| Method | Valence, Å | Subspace, Å |
|---|---:|---:|
| Hartree-Fock | 1.90 | 1.90 |
| MP2 | 1.56 | 1.70 |
| MP3 | – | 1.81 |
| CCSD(T) | – | 1.77 |
| Composite | 1.66 | – |

Three-point fits on the distances that bracket each minimum move the Hartree-Fock and valence MP2 minima by 0.001 and 0.009 Å, and interpolating in $R$ instead of $1/R$ moves the tabulated minima by at most about 0.015 Å. Both changes are smaller than the differences of interest. Relative to the composite, Hartree-Fock is 0.24 Å too long and MP2 0.10 Å too short. Inside the subspace the errors are 0.13 and 0.07 Å. The full numerical output follows this text.

## Why Hartree-Fock is too long

Write $E(R)=E_{\rm HF}(R)+E_c(R)$, where $E_c<0$ is the correlation energy. At the Hartree-Fock minimum $E_{\rm HF}'=0$, so the slope of the total energy there is $E_c'$. If $E_c$ becomes more negative as $R$ shrinks, then $E_c'>0$, and the energy falls when the rings move inward. Hartree-Fock is therefore too long.

For the size of the shift, start from a distance $R_0$ where the total slope is $g$, and let $k$ be the stiffness. Near $R_0$ the slope is $g+k(R-R_0)$. Setting it to zero gives

$$R_{\min}\simeq R_0-\frac{g}{k}.$$

Take $R_0=1.70$ Å. The Hartree-Fock slope there is $-248.7$ mEh/Å and vanishes at 1.897 Å, so the average stiffness over this interval is

$$k\simeq\frac{248.7}{1.897-1.70}\simeq1260\ {\rm mEh/Å^2}.$$

The slopes of the correlation energies at 1.70 Å give the total slopes:

- Valence MP2: $g=-248.7+413.6=164.9$ mEh/Å, hence $R\simeq1.70-0.13=1.57$ Å.
- Composite: $g=164.9+(150.9-252.6)=63.2$ mEh/Å, hence $R\simeq1.65$ Å.
- Subspace CCSD(T): $g=-248.7+150.9=-97.8$ mEh/Å, hence $R\simeq1.78$ Å.

All three lie within about 0.015 Å of the interpolated minima. Part of this agreement is fortunate. Finite differences of the energies in the output show that near 1.6 Å the Hartree-Fock curve has a stiffness of roughly 2400 mEh/Å², nearly twice the value used. The valence MP2 correlation energy, whose curvature the estimate leaves out, contributes roughly −950 mEh/Å² there, so the two errors partly cancel. The estimate still shows how a difference in correlation slope turns into a difference in distance. What has to be explained is why the MP2 slope in the subspace is 253 mEh/Å when coupled cluster gives 151.

## Splitting MP2 into coupling and gap

Let $i,j$ be occupied and $a,b$ virtual spatial orbitals of a closed-shell reference, with

$$V=(ia|jb),\qquad V'=(ib|ja),\qquad D=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j>0.$$

Two electrons of opposite spin are promoted with matrix element $V$ and contribute $-\sum V^2/D$. For equal spins the element is $V-V'$. A sum over all $i,j,a,b$ counts each such excitation four times, and there are two spin directions, so the contribution is

$$-\frac{2}{4}\sum\frac{(V-V')^2}{D}=-\frac12\sum\frac{V^2+V'^2-2VV'}{D}=-\sum\frac{V^2-VV'}{D}.$$

The last step exchanges the names $a$ and $b$ in the $V'^2$ term, which leaves $D$ unchanged. Adding both parts gives

$$E_2=-\sum\frac{V(2V-V')}{D}.$$

The same counting without the denominator gives the total squared coupling $K$; with $D^2$ it gives the squared norm $N$ of the first-order wavefunction:

$$K=\sum V(2V-V'),\qquad N=\sum\frac{V(2V-V')}{D^2}.$$

In terms of the amplitudes $t=-V/D$, and $t'$ with $a,b$ exchanged, $N=\sum t(2t-t')$. Define two mean gaps by $D_h=K/|E_2|$ and $D_m=|E_2|/N$. Then

$$|E_2|=\frac{K}{D_h}=N D_m .$$

The first form separates coupling from gap. Taking logarithms between 2.00 and 1.40 Å in the subspace gives

$$\underbrace{0.496}_{\ln|E_2|}=\underbrace{0.366}_{\ln K}+\underbrace{0.130}_{-\ln D_h}.$$

About three quarters of the logarithmic growth comes from stronger coupling. The rest is a lower $D_h$, which need not mean that any orbital gap has closed: $D_h$ is an average weighted by the couplings, and it also falls when weight moves to excitations with smaller $D$. For all valence electrons $D_h$ stays between 2.88 and 2.90 Eh, so there the growth is almost entirely coupling.

The second form weights low-lying excitations more strongly. In the subspace $N$ rises from 0.106 to 0.176, while $D_m$ stays between 2.13 and 2.17 Eh. By this measure the amplitudes grow and the orbital gap stands still.

## Why a small orbital gap is not the cause

The HOMO-LUMO gap is 0.44 Eh at 2.00 Å and 0.47 Eh at 1.40 Å. The smallest denominator of a double excitation is twice this gap, at least 0.88 Eh, and it grows as the rings approach.

A two-configuration model shows what a small-gap failure would look like. Let the reference have energy zero, the excited configuration energy $D$, and their coupling be $V$. The lower eigenvalue obeys

$$(0-E)(D-E)-V^2=0 .$$

Since $E<0$, write $D-E=D+|E|$. The equation becomes $|E|(D+|E|)=V^2$, so

$$E=-\frac{V^2}{D+|E|}.$$

Second order drops $|E|$ from the denominator and gives $-V^2/D$, which is too large in magnitude for any nonzero $V$. As $D\to0$ it diverges, while the eigenvalue tends to $-|V|$. For $V\ll D$ the two agree to leading order.

Ferrocene behaves differently. In the subspace, MP2 gives less correlation energy than CCSD(T) at all four distances:

- At 2.00 Å it gives $-0.231$ against $-0.318$ Eh, or 73%.
- At 1.40 Å it gives $-0.379$ against $-0.394$ Eh, or 96%.

MP2 pulls too hard because it misses much more correlation at long distance than at short distance. It does not overestimate the correlation energy of this subspace at the short end.

The amplitudes show the same imbalance. From the doubles amplitudes one can form an approximate density of promoted electrons in the virtual orbitals, $2\sum t(2t-t')$ with one virtual index left open. It is not normalized and leaves out the singles. The mean of its two largest eigenvalues does not depend on how a degenerate pair is oriented. As the rings move from 2.00 to 1.40 Å, this mean rises from 0.031 to 0.068 electrons in MP2 but falls from 0.115 to 0.070 in CCSD. By this measure, MP2 gets the trend of the leading promotion backwards.

## The gap that MP2 does not see

Orbital energies describe an electron in the mean field of the reference. After a double excitation, the two promoted electrons repel each other and interact with the two holes, which also interact with one another. Different double excitations are also coupled to each other. None of this is contained in $D$. The combined average effect follows from the third-order energy.

Split the Hamiltonian as $H=H_0+W$, where $H_0$ is the sum of Fock operators. Let $\Phi$ be the reference and $\psi_1$ the first-order wavefunction, with

$$H_0\Phi=E_0\Phi,\qquad E_1=\langle\Phi|W|\Phi\rangle,\qquad E_{\rm HF}=E_0+E_1.$$

Perturbation theory gives

$$E_2=\langle\Phi|W|\psi_1\rangle,\qquad E_3=\langle\psi_1|W-E_1|\psi_1\rangle .$$

Now ask what the excitations in $\psi_1$ cost under the full Hamiltonian. Since $H-E_{\rm HF}=(H_0-E_0)+(W-E_1)$, the mean cost is

$$M=\frac{\langle\psi_1|H-E_{\rm HF}|\psi_1\rangle}{N}
=\frac{\langle\psi_1|H_0-E_0|\psi_1\rangle}{N}+\frac{E_3}{N}.$$

In the first term each excitation contributes its weight $V(2V-V')/D^2$ times $D$. The sum is $|E_2|$, and division by $N$ gives $D_m$. Therefore

$$M=D_m+\ell,\qquad \ell=\frac{E_3}{N}.$$

MP2 uses $D_m$ where the interacting electrons would require $M$. To see the consequence, keep the shape of $\psi_1$ but let its size be a number $c$. The linearized doubles equation is

$$(H-E_{\rm HF})\,c\,\psi_1+W\Phi=0,$$

taken within the space of double excitations. Projecting on $\psi_1$ gives $cNM+E_2=0$. With $E_2=-ND_m$ this yields

$$c=\frac{D_m}{M},\qquad E_{\rm lin}=\langle\Phi|W|c\psi_1\rangle=E_2\,\frac{D_m}{D_m+\ell}.$$

Within this estimate, MP2 makes the amplitudes too large if $\ell>0$ and too small if $\ell<0$. For small $\ell/D_m$, the expansion is $E_{\rm lin}\simeq E_2-E_2\ell/D_m=E_2+N\ell=E_2+E_3$, so it reduces to third order as it must. It fails when $M$ approaches zero, and it cannot describe a change in the shape of the wavefunction.

At 1.40 Å, for example, $\ell=0.0798/0.1762=0.453$ Eh and $M=2.148+0.453=2.601$ Eh. All values, in Eh except $R$ in Å, are:

| $R$ | $D_m$ | $\ell$ | $M$ | $E_{\rm lin}$ |
|---:|---:|---:|---:|---:|
| 1.40 | 2.148 | 0.453 | 2.601 | −0.313 |
| 1.58 | 2.126 | 0.211 | 2.337 | −0.289 |
| 1.78 | 2.153 | −0.010 | 2.143 | −0.266 |
| 2.00 | 2.168 | −0.160 | 2.008 | −0.249 |

The orbital gap $D_m$ is nearly flat, but the cost $M$ rises by 30% as the rings approach. MP2 registers the stronger coupling and misses the rising cost that should restrain it.

Between 2.00 and 1.40 Å the subspace correlation energy changes by $-0.148$ Eh in MP2, $-0.064$ Eh in the one-parameter estimate and $-0.077$ Eh in CCSD(T). Including the mean interaction thus removes the excess change of MP2, and somewhat more. The overshoot is larger near the minima: interpolated like the other curves, $E_{\rm lin}$ has a slope of 110 mEh/Å at 1.70 Å, against 151 for CCSD(T), and places the minimum at 1.81 Å. It does not recover the total energy: at 2.00 Å, $E_{\rm lin}$ is still 0.069 Eh above CCSD(T). Singles, triples, products of double excitations and changes in the relative sizes of the doubles are missing from it.

Third order keeps only the first correction in $\ell$. Its slope at 1.70 Å is $252.6-152.5=100.1$ mEh/Å, also below the coupled-cluster value of 150.9. MP3 is therefore longer than CCSD(T), by 0.04 Å in the subspace. Since $E_{\rm lin}$ gives nearly the same distance as MP3, stopping at first order in $\ell$ is not the main reason for this overshoot. The missing slope must come from effects that both estimates leave out.

## Which electrons are involved

The subspace pair energies can be weighted by the content of each occupied orbital in the span of the iron d functions. Between 2.00 and 1.58 Å, $E_2$ changes as follows:

- d–d pairs: $-0.041$ Eh.
- d–$\pi$ pairs: $-0.051$ Eh.
- $\pi$–$\pi$ pairs: $+0.005$ Eh.

In this division the MP2 pull comes from pairs with d content. The weights themselves shift toward d as the rings approach, so the small loss in the $\pi$–$\pi$ part need not mean that correlation within the rings weakens. On further compression to 1.40 Å the d–d part takes over: over the whole range it changes by $-0.097$ Eh, against $-0.060$ Eh for d–$\pi$.

The d content of the nine occupied orbitals rises from 7.1 to 8.0 electrons. This is not a count of electrons on iron, since the outer d functions also reach into the ring region. The d share of the leading MP2 promotion rises too, from 0.37 to 0.60. A plausible reading is that promoted electrons crowd into compact metal orbitals at short distance, where their repulsion raises $\ell$. The sign and size of $\ell$ are computed within the subspace, and they depend on that choice: at 1.78 Å, $\ell$ is $-0.01$ Eh in the subspace but about $-0.08$ Eh with all 29 valence occupied orbitals and the 32 leading MP2 natural virtual orbitals. Its rise with shrinking distance is shown only for the subspace. Its division into repulsion, attraction and coupling between excitations is not computed; this orbital picture of its origin is a conjecture.

## What to do about it

**Compare slopes.** A large HOMO-LUMO gap does not certify an MP2 distance. Compute the correlation energy at a few distances with MP2 and with a coupled method, in a subspace if necessary. Divide the difference in slope by the stiffness to estimate the error in distance. Here the difference is 102 mEh/Å, and $102/1260\simeq0.08$ Å, close to the 0.07 Å found between the subspace minima.

**Look at third order.** The ratio $E_3/N$ costs less than a coupled-cluster calculation. If it changes strongly along the coordinate, treat that as a warning: the orbital gaps miss a changing interaction energy. Its change from $-0.16$ to $+0.45$ Eh in the subspace is such a warning. MP3 itself need not be a cure.

**Read the singles diagnostic for what it says.** $T_1$, the norm of the CCSD singles amplitudes divided by the square root of the number of correlated electrons, lies between 0.054 and 0.071. Orbital relaxation is thus appreciable at every distance, but $T_1$ does not tell whether a bond will be too long or too short. It is also a reason for caution about CCSD(T), which builds on the same single reference. A large orbital gap does not make this closed-shell reference stable against breaking spin symmetry. At 1.78 Å, where the gap is 0.46 Eh, the triplet stability matrix $A+B$ has a degenerate pair of eigenvalues at or below $-0.035$ Eh, with about 90% of the mode on iron. An unrestricted determinant therefore lies lower there, and every energy in this text refers to the restricted one. The triples contribute 0.016 to 0.017 Eh at all four distances and move the subspace minimum by just 0.002 Å. That small shift does not bound the effect of higher excitations.

**Treat damping as a partial repair.** The $\kappa$-MP2 method multiplies each term by $(1-e^{-\kappa D})^2$, here with $\kappa=1.45\ {\rm Eh}^{-1}$. It lengthens the valence MP2 distance from 1.56 to 1.59 Å, about a third of the way to the composite. This does not show that small gaps were at fault. The damped energy is close to 92% of the MP2 energy at every distance, so much of the effect is a nearly uniform reduction.

## How far the numbers can be trusted

The composite assumes that the MP2 error outside the subspace does not vary with distance. That is its weakest point. The subspace supplies 252.6 of the 413.6 mEh/Å in the valence MP2 slope, leaving 39% uncorrected. Suppose instead that the whole valence slope were too steep by the same factor, $150.9/252.6=0.597$. The corrected slope would be $0.597\times413.6\simeq247$ mEh/Å. It would nearly cancel the Hartree-Fock slope at 1.70 Å and place the minimum there. The gap between 1.66 and 1.70 Å illustrates the sensitivity; it is not an error bound.

The subspace is also not perfectly separated from the other orbitals. Within each selection, the weakest kept orbital exceeds the strongest rejected one by more than 0.3 in projection, a condition tested at every distance. Across all selections, however, one rejected orbital reaches 0.495 and one kept orbital has just 0.494. Some orbitals of mixed character are therefore divided by a choice.

The basis is small, the rings cannot relax, and relativity and core correlation are absent. Any of these can shift the distances by amounts not estimated here, so none of the minima is a prediction for experiment. Within this model, the tests confirm the order of the minima: MP2 is shorter than CCSD(T) in the same subspace, and Hartree-Fock is longer. For another metallocene the signs have to be computed again, since they depend on how both the coupling and $\ell$ change with distance.

## Values computed for the example and the checks

```
LiH third order, determinants / amplitudes (Eh): -0.0045714 / -0.0045714
LiH full diagonalization / CCSD(T) (Eh): -0.020460 / -0.020457
ethylene HF, symmetry blocks / no symmetry (Eh): -77.977356 / -77.977356
C-C and C-H bonds (angstrom): 1.43 1.08
Rows below list values in the order of these distances
R (angstrom): 1.40 1.58 1.78 2.00
HF energy (Eh): -1646.22416 -1646.36120 -1646.41972 -1646.42233
HOMO-LUMO gap (Eh): 0.4746 0.4700 0.4586 0.4389
valence E2 (Eh): -1.30944 -1.19932 -1.11260 -1.05732
valence K (Eh^2): 3.7745 3.4602 3.2216 3.0618
valence N (no unit): 0.5524 0.5037 0.4640 0.4411
valence gap D_h (Eh): 2.8825 2.8851 2.8956 2.8959
valence kappa-MP2 (Eh): -1.20364 -1.10410 -1.02639 -0.97554
subspace E2 (Eh): -0.37856 -0.31764 -0.26516 -0.23064
subspace K (Eh^2): 1.21180 1.05162 0.92585 0.84038
subspace N (no unit): 0.17622 0.14942 0.12316 0.10638
subspace gap D_h (Eh): 3.2011 3.3107 3.4916 3.6437
subspace gap D_m (Eh): 2.1483 2.1258 2.1530 2.1680
subspace E3 (Eh): 0.07984 0.03149 -0.00125 -0.01700
subspace CCSD (Eh): -0.37797 -0.36037 -0.33092 -0.30153
subspace CCSD(T) (Eh): -0.39433 -0.37783 -0.34834 -0.31779
E2 of d-d pairs (Eh): -0.18885 -0.13260 -0.10284 -0.09144
E2 of d-pi pairs (Eh): -0.12893 -0.12005 -0.09468 -0.06876
E2 of pi-pi pairs (Eh): -0.06078 -0.06499 -0.06765 -0.07043
d-span content of occupied (electrons): 8.038 7.720 7.397 7.069
leading promotion, MP2 (electrons): 0.0682 0.0543 0.0398 0.0305
leading promotion, CCSD (electrons): 0.0702 0.0856 0.1028 0.1151
d share of leading MP2 promotion: 0.601 0.561 0.495 0.366
T1 diagnostic (no unit): 0.0544 0.0698 0.0710 0.0602
weakest kept / strongest dropped projection: 0.494 / 0.495
subspace log change, 2.00 to 1.40 A:
  ln|E2| 0.4955, ln K 0.3660, -ln D_h 0.1295
Slopes dE/dR at R = 1.70 angstrom (mEh/angstrom):
  HF: -248.7
  valence E2: 413.6
  subspace E2: 252.6
  subspace E3: -152.5
  subspace CCSD: 150.0
  subspace CCSD(T): 150.9
Minima of R (angstrom):
  HF: 1.897
  valence MP2: 1.556
  valence kappa-MP2: 1.592
  subspace MP2: 1.697
  subspace MP3: 1.808
  subspace CCSD: 1.767
  subspace CCSD(T): 1.765
  composite: 1.655
three-point minima, HF / valence MP2 (angstrom): 1.896 / 1.565
```
